# The QED trace anomaly and the heavy-loop coupling to two photons

Classical electrodynamics with a Dirac field of mass \(m\) has a stress tensor whose trace is \(m\bar\psi\psi\). Suppose this also held in the quantum theory, and take the vacuum in a weak constant magnetic field \(B\). At energies far below \(m\) only Maxwell's theory remains, and its trace is zero at order \(B^2\). Yet the Dirac sea responds to the field with \(m\langle\bar\psi\psi\rangle=-(eB)^2/12\pi^2\), as computed below. The two sides disagree. The missing term is the trace anomaly, and it also fixes how a scalar couples to two photons through a heavy charged loop.

## Conventions and theorem

The metric is \((+,-,-,-)\), \(\hbar=c=1\), \(\alpha=e^2/4\pi\), and
\[
\mathcal L=-\tfrac14F^2+\bar\psi(i\slashed D-m)\psi,\qquad D_\mu=\partial_\mu+ieA_\mu,
\]
with \(F^2=F_{\mu\nu}F^{\mu\nu}=2(B^2-E^2)\). Divergences are regulated in \(D=4-2\varepsilon\) dimensions and removed by minimal subtraction at scale \(\mu\). Bare quantities carry a subscript 0. The running is defined by
\[
\mu\frac{de}{d\mu}=\beta(e),\qquad \mu\frac{dm}{d\mu}=-\gamma_m(e)\,m .
\]

**Theorem.** (A) In perturbation theory, between physical states and with the zero-field vacuum value subtracted,
\[
T^\mu{}_\mu=\frac{\beta(e)}{2e}[F^2]+(1+\gamma_m)[m\bar\psi\psi],
\]
where the brackets denote the finite operators defined in Lemma 2. At one loop \(\beta=e^3/12\pi^2\) and \(\gamma_m=3e^2/8\pi^2\).

(B) Let a neutral scalar \(h\) enter through \(m\to m(1+h/v)\). For \(m_h\ll2m\), at lowest order in \(\alpha\),
\[
\mathcal L_{h\gamma\gamma}=\frac{\beta}{2e}\frac hv F^2=\frac{\alpha}{6\pi}\frac hv F^2 .
\]

## Part A

**Lemma 1.** \(T^\mu{}_\mu=-\frac{\varepsilon}{2}F_0^2+m_0\bar\psi_0\psi_0\).

*Proof.* The symmetric stress tensor is
\[
T^{\mu\nu}=-F_0^{\mu\lambda}F_0{}^{\nu}{}_{\lambda}+\tfrac14g^{\mu\nu}F_0^2+\tfrac i4\bar\psi_0(\gamma^\mu\overleftrightarrow D^\nu+\gamma^\nu\overleftrightarrow D^\mu)\psi_0 ;
\]
the term \(-g^{\mu\nu}\mathcal L_\psi\) vanishes by the Dirac equation. Since \(g^\mu{}_\mu=D\), the photon trace is \((-1+D/4)F_0^2=-\frac\varepsilon2F_0^2\). The fermion trace is \(\frac i2\bar\psi_0\overleftrightarrow{\slashed D}\psi_0\). With \(i\slashed D\psi_0=m_0\psi_0\) and \(\bar\psi_0i\overleftarrow{\slashed D}=-m_0\bar\psi_0\) it equals \(\frac12(m_0+m_0)\bar\psi_0\psi_0\).

Two kinds of term were dropped. An operator proportional to an equation of motion cancels the propagator of an external leg, so it has no pole there and no physical matrix element. Gauge-fixing terms contain \(\partial\cdot A\), a free field in QED that gives zero between physical states, up to a c-number removed by the vacuum subtraction. ∎

The factor \(\varepsilon\) does not make \(F_0^2\) disappear, because \(F_0^2\) has \(1/\varepsilon\) poles.

**Lemma 2.** Apart from their zero-field vacuum values, which are subtracted, the following operators are finite as \(\varepsilon\to0\):
\[
[m\bar\psi\psi]\equiv m_0\bar\psi_0\psi_0,\qquad
X\equiv\frac12\frac{\partial\ln e_0}{\partial e}F_0^2-\frac{\partial\ln m_0}{\partial e}\,m_0\bar\psi_0\psi_0 .
\]

*Proof.* Use the field \(\mathcal A=e_0A_0\). It appears in \(D_\mu=\partial_\mu+i\mathcal A_\mu\), and gauge-invariant counterterms cannot rescale it relative to \(\partial_\mu\). Hence \(\mathcal A=\mu^\varepsilon eA\) with \(A\) the renormalized field, and
\[
\mathcal L=-\frac{1}{4e_0^2}F_{\mathcal A}^2+\bar\psi_0(i\slashed D-m_0)\psi_0,\quad
e_0=\mu^\varepsilon eZ_3^{-1/2}(e),\quad m_0=Z_m(e)m .
\]
Renormalized Green functions of \(\mathcal A\) and \(\psi\) are finite for all \(e,m\), so their derivatives are finite too. A derivative inserts \(i\int\partial\mathcal L/\partial(\text{parameter})\). For \(m\) the inserted operator is \(-(m_0/m)\bar\psi_0\psi_0\), so \(m_0\bar\psi_0\psi_0\) is finite. For \(e\), the photon term gives
\[
\frac{1}{2e_0^3}\frac{\partial e_0}{\partial e}F_{\mathcal A}^2=\frac12\frac{\partial\ln e_0}{\partial e}F_0^2 ,
\]
and the mass term gives the rest of \(X\).

The \(e\)-dependence of the rescaling \(\psi_0=Z_2^{1/2}\psi\) adds an equation-of-motion operator. The gauge-fixing term is \(-(\partial\cdot\mathcal A)^2/(2\xi_0e_0^2)\). With \(\xi_0=Z_3\xi\) its coefficient contains the finite product \(\xi e^2\), which is held fixed.

This shows finiteness at zero momentum transfer. A divergence at other momenta would be a total derivative \(\partial_\mu V^\mu\), with \(V^\mu\) gauge invariant, even under charge conjugation, a true vector, and of dimension at most three. No such operator exists: \(\bar\psi\gamma^\mu\psi\) and \(\partial_\nu F^{\nu\mu}\) are odd under charge conjugation and \(\bar\psi\gamma^\mu\gamma_5\psi\) is axial. ∎

At tree level \(X=F^2/2e\), so we define \([F^2]\equiv2eX\).

**Lemma 3.** Let \(\beta_D\) be \(\mu\,de/d\mu\) in \(D\) dimensions. Then
\[
\frac{\partial\ln e_0}{\partial e}=-\frac{\varepsilon}{\beta_D},\qquad \frac{\partial\ln m_0}{\partial e}=\frac{\gamma_m}{\beta_D},\qquad \beta_D=-\varepsilon e+\beta(e).
\]

*Proof.* Bare parameters do not depend on \(\mu\). Differentiating \(\ln e_0=\varepsilon\ln\mu+\ln e-\frac12\ln Z_3\) gives \(0=\varepsilon+\beta_D\,\partial\ln e_0/\partial e\). Differentiating \(\ln m_0=\ln Z_m+\ln m\) gives \(0=\beta_D\,\partial\ln Z_m/\partial e-\gamma_m\). Finally \(\beta_D=-\varepsilon/(\partial\ln e_0/\partial e)\), where \(\partial\ln e_0/\partial e\) is \(1/e\) plus pure poles. Expanded in \(e\), this is \(-\varepsilon e\) plus terms of order \(\varepsilon^0,\varepsilon^{-1},\dots\); finiteness leaves the \(\varepsilon^0\) term, which is \(\beta(e)\). ∎

*Proof of the operator identity.* Lemma 3 turns \(X\) into
\[
X=-\frac{\varepsilon}{2\beta_D}F_0^2-\frac{\gamma_m}{\beta_D}[m\bar\psi\psi]
\;\Longrightarrow\;
-\frac\varepsilon2F_0^2=\beta_DX+\gamma_m[m\bar\psi\psi].
\]
Insert this in Lemma 1 and let \(\varepsilon\to0\), with \(X=[F^2]/2e\). ∎

## One-loop coefficients

**Lemma 4.** \(\beta=e^3/12\pi^2\) at one loop.

*Proof.* Put the Dirac field in a constant field \(B\) along \(z\), with \(eB>0\). The square of the Dirac Hamiltonian is \(m^2+p_z^2\), plus the orbital energy \((2k+1)eB\), plus a spin term \(\pm eB\). Thus
\[
\omega_n^2=m^2+p_z^2+2neB,
\]
with spin weight \(g_0=1\), \(g_{n\ge1}=2\), and \(eB/2\pi\) states per unit area. The filled sea has energy density minus the sum of \(\omega_n\), and the Lagrangian is minus the energy density:
\[
\mathcal L_{\rm sea}=\frac{eB}{4\pi^2}\sum_ng_n\int dp_z\,\omega_n .
\]
To regulate the sum, replace \(\omega\) by \(-\frac{1}{2\sqrt\pi}\int_{1/\Lambda^2}^\infty ds\,s^{-3/2}e^{-\omega^2s}\). For \(\omega\ll\Lambda\) this is \(\omega-\Lambda/\sqrt\pi\) up to terms of order \(\omega^2/\Lambda\), so low levels are only shifted by a common constant; for \(\omega\gg\Lambda\) it is exponentially small. The cutoff \(s>1/\Lambda^2\) depends on \(\omega^2\) alone and so respects gauge invariance. With \(\int dp_z\,e^{-p_z^2s}=\sqrt{\pi/s}\) and \(\sum_ng_ne^{-2neBs}=\coth(eBs)\),
\[
\mathcal L_{\rm sea}=-\frac{eB}{8\pi^2}\int_{1/\Lambda^2}^\infty\frac{ds}{s^2}e^{-m^2s}\coth(eBs).
\]
Expand \(\coth x=1/x+x/3-x^3/45+\dots\). The first term does not depend on \(B\). The second gives \(-\frac{(eB)^2}{24\pi^2}\left(\ln\frac{\Lambda^2}{m^2}-\gamma_E\right)\), with \(\gamma_E\) Euler's constant. Here \(eB\) is the field strength of \(\mathcal A\), the same in every normalization, so adding the Maxwell term \(-(eB)^2/2e_\Lambda^2\) gives \(-(eB)^2/2e_{\rm phys}^2\) with
\[
\frac1{e_{\rm phys}^2}=\frac1{e_\Lambda^2}+\frac1{12\pi^2}\left(\ln\frac{\Lambda^2}{m^2}-\gamma_E\right).
\]
At fixed \(e_{\rm phys}\) and \(m\), \(d(e_\Lambda^{-2})/d\ln\Lambda=-1/6\pi^2\). The left side is \(-2\beta/e^3\), which gives the result. A change of scheme \(e\to e+ce^3\) does not alter the \(e^3\) term of \(\beta\). ∎

**Lemma 5.** \(\gamma_m=3e^2/8\pi^2=3\alpha/2\pi\) at one loop.

*Proof.* In Feynman gauge, after rotation to Euclidean loop momentum, the self-energy is
\[
\Sigma=e^2\int\frac{d^4l}{(2\pi)^4}\frac{\gamma^\mu(\slashed p-\slashed l+m)\gamma_\mu}{(p-l)^2+m^2}\left[\frac1{l^2}-\frac1{l^2+\Lambda^2}\right],
\]
with Euclidean squares in the denominators and the pole at \(\slashed p=m_0+\Sigma\). The operation \(\Lambda\partial_\Lambda\) turns the bracket into \(2\Lambda^2/(l^2+\Lambda^2)^2\), so \(l\sim\Lambda\gg m,p\) dominates. Use \(\gamma^\mu\gamma_\mu=4\), \(\gamma^\mu\slashed a\gamma_\mu=-2\slashed a\), and the measure \(l^3dl/8\pi^2\). The scalar part is
\[
4m\frac{e^2}{8\pi^2}\int_0^\infty\frac{2\Lambda^2\,l\,dl}{(l^2+\Lambda^2)^2}=\frac{e^2m}{2\pi^2}=\frac{2\alpha}{\pi}m .
\]
For the vector part, the term linear in \(p\) of \((p-l)/(p-l)^2\) is \(p/l^2-2l(l\cdot p)/l^4\), whose angular average is \(p/2l^2\). The same radial integral gives \(-2\cdot\frac12\cdot\frac{e^2}{8\pi^2}\slashed p=-\frac{\alpha}{2\pi}\slashed p\). On shell \(\slashed p\to m\), and the sum is \(3\alpha m/2\pi\). The pole mass is fixed, so \(dm_0/d\ln\Lambda=-\frac{3\alpha}{2\pi}m\). A finite change \(m\to m(1+ce^2)\) affects \(\gamma_m\) only from order \(e^4\). ∎

Direct integration at \(m/\Lambda=0.01\), with a spacelike external momentum of magnitude \(m\) and the scalar and vector parts added, gives \(3.480\times10^{-3}\), against \(3\alpha/2\pi=3.484\times10^{-3}\).

## The anomaly in a magnetic field

Removing the field-independent term and the charge renormalization from \(\mathcal L_{\rm sea}\) leaves the finite
\[
\mathcal L_1=-\frac1{8\pi^2}\int_0^\infty\frac{ds}{s^3}e^{-m^2s}\left[eBs\coth(eBs)-1-\tfrac13(eBs)^2\right].
\]
For a Lagrangian \(\mathcal L(B)\) the energy density is \(-\mathcal L\) and the pressure along \(B\) is \(\mathcal L\). Compression across \(B\) at fixed flux gives the transverse pressure \(\mathcal L-B\mathcal L'\). Therefore
\[
T^\mu{}_\mu=-\mathcal L-\mathcal L-2(\mathcal L-B\mathcal L')=-4\mathcal L+2B\mathcal L' .
\]
The Maxwell part \(-B^2/2\) gives \(2B^2-2B^2=0\). By dimensions \(\mathcal L_1=m^4f(eB/m^2)\), so \(4\mathcal L_1=m\partial_m\mathcal L_1+2B\mathcal L_1'\) and \(T^\mu{}_\mu=-m\partial_m\mathcal L_1\).

The condensate is \(-m\partial_m\) of the whole sea Lagrangian at fixed cutoff, including the logarithm of Lemma 4. That logarithm contributes \(-(eB)^2/12\pi^2\). Hence
\[
T^\mu{}_\mu=\frac{(eB)^2}{12\pi^2}+m\langle\bar\psi\psi\rangle .
\]
The first term is \((\beta/2e)F^2=(e^2/24\pi^2)(2B^2)\), as the theorem requires. The factor \(\gamma_m\) does not show here, because the condensate is already of one-loop order.

In the program the trace comes from \(\mathcal L_1\) and the condensate from a level-by-level sum. Both are given relative to \((eB)^2/12\pi^2\):

| \(eB/m^2\) | trace | condensate |
|---|---|---|
| 0.1 | 0.0013 | −0.999 |
| 1 | 0.079 | −0.921 |
| 10 | 0.549 | −0.451 |
| 1000 | 0.983 | −0.017 |

In every row trace minus condensate equals 1 to within \(5\times10^{-4}\), a residue of the finite energy cutoff that regulates the level sum. In the first row the condensate thus tests the cancellation at order \(B^2\), but fixes the small remainder only roughly; the trace, computed without that cutoff, gives the remainder directly.

In weak fields the \(-x^4/45\) term of the bracket gives \(\mathcal L_1=(eB)^4/360\pi^2m^4\) and a trace \(4\mathcal L_1\). Relative to the anomaly this is \(\frac{2}{15}(eB/m^2)^2\), or 0.0013 in the first row. The heavy fermion thus cancels the anomaly at order \(B^2\). In strong fields the mass term becomes relatively small and the anomaly remains.

## Part B: the low-energy theorem

*Proof.* For \(m_h\ll2m\) the photons and the scalar carry momenta small compared with \(m\), so \(h\) may be treated as constant inside the loop. Below the fermion mass the photon Lagrangian is
\[
\mathcal L_{\rm eff}=-\frac{1}{4e_{\rm phys}^2}F_{\mathcal A}^2,\qquad e_{\rm phys}=e_{\rm phys}(e,m/\mu),
\]
up to terms suppressed by powers of \(1/m^2\). Replacing \(m\) by \(m(1+h/v)\) at fixed \(e,\mu\) gives, to first order in \(h\),
\[
\mathcal L_{h\gamma\gamma}=\frac hv\,\frac{1}{2e_{\rm phys}^3}\left(m\frac{\partial e_{\rm phys}}{\partial m}\right)F_{\mathcal A}^2 .
\]
The physical charge does not depend on \(\mu\): \((\mu\partial_\mu+\beta\partial_e-\gamma_mm\partial_m)e_{\rm phys}=0\). It depends on \(m/\mu\), so \(\mu\partial_\mu=-m\partial_m\), and
\[
(1+\gamma_m)\,m\frac{\partial e_{\rm phys}}{\partial m}=\beta\frac{\partial e_{\rm phys}}{\partial e}.
\]
With \(F_{\mathcal A}^2=e_{\rm phys}^2F^2\),
\[
\mathcal L_{h\gamma\gamma}=\frac hv\,\frac{1}{2e_{\rm phys}}\,\frac{\beta(e)}{1+\gamma_m(e)}\,\frac{\partial e_{\rm phys}}{\partial e}F^2 .
\]
At lowest order \(e_{\rm phys}=e\) and \(\gamma_m\) drops out. Then \(\beta/2e=e^2/24\pi^2=\alpha/6\pi\). ∎

The sign has a simple reading. With the coupling at high scales held fixed, a heavier fermion screens the charge over a shorter range of scales, so \(e_{\rm phys}\) grows with \(m\). The result also agrees with the magnetic field: the interaction is \(-(h/v)m\bar\psi\psi\), and at low momentum \(m\bar\psi\psi\) acts as \(-(\beta/2e)F^2\).

The loop does not vanish as \(m\to\infty\), because the coupling \(m/v\) grows with the mass. If instead \(m(h)=M+\lambda h\), the same derivation replaces \(1/v\) by \(\partial\ln m/\partial h=\lambda/m\) at \(h=0\), and the coupling does vanish for large \(M\) at fixed \(\lambda\).

## The full triangle and the limit of the theorem

Let \(k_1,k_2\) be the photon momenta, \(2k_1\cdot k_2=m_h^2\), and take both polarizations equal to a real \(\epsilon\) with \(\epsilon^2=-1\), \(\epsilon\cdot k_i=0\). Two loop orientations, the fermion sign, vertices \(-ie\gamma^\mu\) and \(-im/v\), and three propagators give
\[
i\mathcal M=-\frac{2e^2m}{v}\int\frac{d^4l}{(2\pi)^4}\frac{N}{D_1D_2D_3},\quad
N={\rm Tr}[(\slashed a+m)\slashed\epsilon(\slashed l+m)\slashed\epsilon(\slashed c+m)],
\]
with \(a=l-k_2\), \(c=l+k_1\) and denominators \(a^2-m^2\), \(l^2-m^2\), \(c^2-m^2\). Only odd powers of \(m\) survive the trace:
\[
N=4m\left[-m^2+4(\epsilon\cdot l)^2+a\cdot l+l\cdot c-a\cdot c\right],
\]
and \(a\cdot l+l\cdot c-a\cdot c=l^2+k_1\cdot k_2\).

Feynman parameters \(x\) for \(c\) and \(y\) for \(a\), with \(x,y\ge0\), \(x+y\le1\), and the shift \(l\to l-xk_1+yk_2\) give
\[
\frac1{D_1D_2D_3}\to\frac{2}{(l^2-\Delta)^3},\qquad \Delta=m^2-xy\,m_h^2,
\]
\[
N\to4m\left[4(\epsilon\cdot l)^2+l^2-m^2-xy\,m_h^2+\tfrac12m_h^2\right].
\]
The integral is superficially logarithmically divergent. Its value at zero photon momentum must vanish, since a constant \(A_\mu\) has no physical effect, so we subtract that value. In the convergent difference \((\epsilon\cdot l)^2\) averages to \(-l^2/4\), and the first two terms cancel. With \(\int d^4l/(2\pi)^4\,(l^2-\Delta)^{-3}=-i/32\pi^2\Delta\), the subtracted integral is
\[
-\frac{im}{4\pi^2}\int\!dx\,dy\left[\frac{\frac12m_h^2-m^2-xym_h^2}{\Delta}+1\right]
=-\frac{im\,m_h^2}{8\pi^2}\int\!dx\,dy\,\frac{1-4xy}{\Delta}.
\]
Setting \(\tau=m_h^2/4m^2\),
\[
\mathcal M=\frac{\alpha m_h^2}{3\pi v}I(\tau),\qquad I(\tau)=3\int\!dx\,dy\,\frac{1-4xy}{1-4\tau xy}.
\]
The effective Lagrangian \(g\,hF^2\) gives \(\mathcal M=-4g(k_1\cdot k_2)\epsilon^2=2gm_h^2\). With \(g=\alpha/6\pi v\) this is the prefactor above. Since \(\int dx\,dy\,xy=1/24\), \(I(0)=3(\frac12-\frac16)=1\), which confirms the theorem. The next term uses \(\int dx\,dy\,x^2y^2=1/180\): \(I=1+12\tau(\frac1{24}-\frac4{180})+\dots=1+\frac{7\tau}{30}+\dots\).

For a closed form write \(1-4xy=(1-4\tau xy)/\tau+(\tau-1)/\tau\). The remaining integral, done over \(y\), is
\[
\int\frac{dx\,dy}{1-4\tau xy}=\frac{G}{2\tau},\qquad G=-\frac12\int_0^1\frac{dx}{x}\ln[1-4\tau x(1-x)].
\]
Symmetrizing in \(x\leftrightarrow1-x\) replaces \(1/x\) by \(1/[2x(1-x)]\), so
\[
\frac{dG}{d\tau}=\int_0^1\frac{dx}{1-4\tau x(1-x)}=\frac{\arcsin\sqrt\tau}{\sqrt{\tau(1-\tau)}}=\frac{d}{d\tau}\arcsin^2\sqrt\tau .
\]
As \(G(0)=0\),
\[
I(\tau)=\frac{3}{2\tau^2}\left[\tau+(\tau-1)\arcsin^2\sqrt\tau\right].
\]
For \(\tau>1\) the prescription \(m^2-i0\) means \(\tau+i0\), and \(I\) becomes complex because the scalar can decay to a real pair. For \(\tau\gg1\), \(I\) falls as \(\ln^2\tau/\tau\), so the theorem fails for a light loop.

## Worked example

Take \(m_h=100\) GeV, \(v=250\) GeV and one fermion of unit charge. The heavy-loop coupling is
\[
g=\frac{3.871\times10^{-4}}{250\ \text{GeV}}=1.549\times10^{-6}\ \text{GeV}^{-1}.
\]
Linear polarizations contribute when parallel, in two ways, so \(\sum|\mathcal M|^2=8g^2m_h^4\). With a factor \(\frac12\) for identical photons and two-body phase space \(1/16\pi m_h\),
\[
\Gamma=\frac{g^2m_h^3}{4\pi}=\frac{(1.549\times10^{-6})^2\,10^6}{4\pi}\ \text{GeV}=191\ \text{eV}.
\]
The full one-loop width is this value times \(|I|^2\):

| \(m\) (GeV) | \(\tau\) | \(\lvert I\rvert^2\) | \(\Gamma\) (eV) |
|---|---|---|---|
| 500 | 0.010 | 1.005 | 192 |
| 200 | 0.063 | 1.030 | 197 |
| 100 | 0.25 | 1.135 | 217 |
| 60 | 0.69 | 1.532 | 292 |
| 10 | 25 | 0.182 | 35 |

Relative to the heavy-loop value, the width is 3% larger at \(m=200\) GeV and 53% larger at 60 GeV, near the pair threshold. At 10 GeV the amplitude ratio is \(-0.10+0.41i\), and the heavy-loop formula no longer applies. The numerical check also integrates the triangle directly over four-dimensional loop momentum at \(\tau=0.04\) and \(0.25\), and agrees with the closed form.

## Calculated quantities

```
fine-structure constant alpha = 0.00729735
charge e = 0.302822 (natural units)
beta(e) = 2.344670e-04
beta/(2e) = alpha/(6 pi) = 3.871366e-04
gamma_m = 3 alpha/(2 pi) = 3.484229e-03
Self-energy loop, change per unit ln(Lambda), m/Lambda = 0.01:
  scalar part = 4.64159e-03, vector part = -1.16126e-03
  sum = 3.48034e-03
Vacuum polarization mass derivative at K/m = 0.8, relative to K=0:
  4D loop = 0.887374, formula = 0.887374
Triangle ratio I(tau): tau, 4D loop, closed form
  0.04  1.009489  1.009489
  0.25  1.065198  1.065198
Magnetic field: eB/m^2, anomaly (eB)^2/(12 pi^2) in m^4,
  stress trace/anomaly, sea condensate/anomaly
      0.1  8.44343e-05    0.00132   -0.99913
      1.0  8.44343e-03    0.07944   -0.92101
     10.0  8.44343e-01    0.54888   -0.45117
   1000.0  8.44343e+03    0.98269   -0.01731
RG identity at e = 2.0, m/mu = 5.0, gamma_m = 0.1520:
  m d(e_phys)/dm = 0.067051, beta/(1+gamma_m) de_phys/de = 0.067051
Model: m_h = 100 GeV, v = 250 GeV, unit charge
heavy-loop coupling alpha/(6 pi v) = 1.54855e-06 GeV^-1
heavy-loop width = 190.826 eV
m (GeV), tau, Re I, Im I, |I|^2, width (eV)
     10  25.00000  -0.10058   0.41483   0.18220    34.768
     60   0.69444   1.23769   0.00000   1.53188   292.323
    100   0.25000   1.06520   0.00000   1.13465   216.521
    200   0.06250   1.01497   0.00000   1.03016   196.582
    500   0.01000   1.00234   0.00000   1.00469   191.722
```
